Dipolar coupling and 13C doublet splitting of a C–H pair

**The problem**

A 13C nucleus and a proton, both of spin 1/2, are held at a distance r = 1.09 angstrom. The pair sits in a strong static magnetic field B along the z axis, and the line joining the nuclei makes an angle θ with that field. The proton has the g factor g_H = 5.585695. The magnetic moment of 13C is about 0.70 nuclear magnetons; the calculation takes 0.7024 as a given input of the problem.

(a) What is the dipolar coupling constant of the pair, with its sign?

(b) The 13C resonance is split into two lines by the proton. How large is the splitting when the bond is parallel to the field, and when it is perpendicular?

The pair is rigid and isolated: it does not rotate or vibrate, and no other spin acts on it. No radio-frequency field is applied to the proton during the measurement, so the proton keeps its spin state while the carbon is observed. The nuclei are treated as point dipoles. The scalar coupling, which is transmitted by the electrons, is neglected at first; its effect is considered at the end.

The algebra is in atomic units, where ħ, the elementary charge, the electron mass and 4πε₀ all equal 1. The speed of light is then 1/α, with α the fine-structure constant. Two magnetic quantities follow. From μ₀ε₀c² = 1 and ε₀ = 1/(4π),

μ₀/(4π) = 1/c² = α².

The nuclear magneton, eħ/(2m_p) in general, becomes

μ_N = 1/(2m_p),

where m_p = 1836.1527 is the proton mass in electron masses. Numerical energies are given in eV and lengths in angstrom, and the main results are also converted to kHz.

**A first estimate by scaling**

The field of a magnetic dipole falls off as the cube of the distance. A proton of moment μ_H therefore produces at the carbon a field of order α²μ_H/r³, and a carbon moment μ_C in that field has an energy of order

E_est = α² μ_H μ_C / r³.

Factors that depend on direction, and factors of 2 from reversing the spins, are ignored.

The magnitude μ_H is that of the largest z component of the moment. For spin 1/2 this is g_H/2, or about 2.8, nuclear magnetons. For the carbon it is about 0.70, so the product of the two is close to 2 μ_N². The remaining natural constants give

α² μ_N² = α²/(4m_p²) ≈ (5.33 × 10⁻⁵)/(1.35 × 10⁷) ≈ 3.95 × 10⁻¹²

in hartree times bohr cubed. One hartree is 27.21 eV and one bohr is 0.5292 angstrom, so the conversion factor is 27.21 × 0.5292³ ≈ 4.03 eV angstrom³. Hence

α² μ_N² ≈ 1.6 × 10⁻¹¹ eV angstrom³.

With r³ rounded to 1 angstrom³,

E_est ≈ 2 × 1.6 × 10⁻¹¹ eV = 3.2 × 10⁻¹¹ eV.

The estimate fixes the scale and the dependence on moments and distance. It cannot supply the sign or the difference between the two orientations. For these the full interaction is needed.

**Solution: the interaction of the two moments**

Let I be the spin operator of the proton and S that of the carbon, both in units of ħ. Both g factors are positive, so each moment points along its spin:

M_H = g_H μ_N I,  M_C = g_C μ_N S.

The carbon moment is g_C μ_N/2 = 0.7024 μ_N, which gives g_C = 1.4048.

Outside its source, the static field of a dipole M_H at the origin is minus the gradient of the potential α² (M_H·r)/r³. The product rule gives

∇[(M_H·r) r⁻³] = M_H/r³ − 3(M_H·r) r/r⁵,

where r as a vector runs from proton to carbon. With the unit vector n = r/|r|, the field at the carbon is

B_dip = (α²/r³) [3(M_H·n) n − M_H].

The energy of the carbon moment in this field is −M_C·B_dip. Inserting the moments gives the dipolar Hamiltonian

H_D = −(α² g_H g_C μ_N²/r³) [3(I·n)(S·n) − I·S].

The dipolar coupling constant b is defined as the factor in front of the square bracket:

H_D = b [3(I·n)(S·n) − I·S],

b = −α² g_H g_C/(4m_p² r³).

The sign of b belongs to this way of writing H_D. It is negative because both g factors are positive. Physically, two parallel moments placed head to tail along n have the bracket positive and the energy negative: they attract each other into that arrangement.

**Solution: the value of the coupling constant**

The distance is separated off by writing b = −K/r³. The prefactor is

K = α² g_H g_C/(4m_p²)
= (0.00729735² × 5.585695 × 1.4048)/(4 × 1836.1527²)
≈ 3.098 × 10⁻¹¹

in atomic units. Multiplication by 27.211386 eV and by (0.52917721 angstrom)³ gives

K = 1.249 × 10⁻¹⁰ eV angstrom³.

Since 1.09³ = 1.2950,

b = −(1.249 × 10⁻¹⁰)/1.2950 eV = −9.65 × 10⁻¹¹ eV.

Division by the Planck constant, 4.1357 × 10⁻¹⁵ eV s, converts this energy to a frequency:

b/h = −23.3 kHz.

This answers part (a). The distance limits the precision. From b ∝ r⁻³, a small change δr changes b by the fraction −3δr/r. An increase of 0.01 angstrom lowers |b| by about 3 × 0.01/1.09 = 2.75 per cent to first order; the exact change, 1 − (1.09/1.10)³, is 2.7 per cent. For a bond whose length is known only to 0.01 angstrom, b/h is therefore uncertain by about 0.6 kHz, so that even its second digit is in doubt; the three digits quoted here hold for r taken as exactly 1.09 angstrom.

**Solution: the part of the interaction that acts in a strong field**

The static field gives the Zeeman Hamiltonian

H_Z = −Z_H I_z − Z_C S_z,  Z_H = g_H μ_N B,  Z_C = g_C μ_N B.

Its eigenstates are the product states with definite m_H = ±1/2 and m_C = ±1/2. They are written below as (+,+), (+,−), (−,+) and (−,−), with the proton first. Here "up" means spin along B.

Choose the x axis so that the bond lies in the xz plane: n = (s, 0, c), with s = sin θ and c = cos θ. Then I·n = s I_x + c I_z, and likewise for S. Multiplying out,

3(I·n)(S·n) = 3s² I_xS_x + 3c² I_zS_z + 3sc (I_xS_z + I_zS_x).

Subtracting I·S = I_xS_x + I_yS_y + I_zS_z gives

3(I·n)(S·n) − I·S = (3c² − 1) I_zS_z
+ 3sc (I_xS_z + I_zS_x)
+ (3s² − 1) I_xS_x − I_yS_y.

The first line is diagonal in the product states. The second flips one spin. The third flips both, as the raising and lowering operators show. With I_x = (I₊ + I₋)/2 and I_y = (I₊ − I₋)/(2i), and the same for S,

I_xS_x = ¼(I₊S₊ + I₋S₋ + I₊S₋ + I₋S₊),

−I_yS_y = ¼(I₊S₊ + I₋S₋ − I₊S₋ − I₋S₊).

The third line therefore equals

¾s² (I₊S₊ + I₋S₋) + ¼(3s² − 2)(I₊S₋ + I₋S₊).

In first-order perturbation theory, the energy shift of a non-degenerate state is the diagonal element of the perturbation. The terms that flip spins have no diagonal elements, so they drop out at this order. What remains is

H_sec = b (3cos²θ − 1) I_zS_z.

The neglected terms connect states that differ in Zeeman energy by Z_C, Z_H, Z_H + Z_C or Z_H − Z_C. The truncation requires |b| to be small compared with each of these gaps. At 9.4 T, Z_H = 1.655 × 10⁻⁶ eV and Z_C = 4.163 × 10⁻⁷ eV. The smallest gap is Z_C, and |b|/Z_C = 2.3 × 10⁻⁴. For the flip-flop terms I₊S₋ and I₋S₊, which exchange spin between the nuclei, the relevant ratio is |b|/(Z_H − Z_C) = 7.8 × 10⁻⁵.

The flip-flop terms may be dropped because the two nuclei have different Zeeman energies. For two like nuclei with equal Zeeman energies, the states (+,−) and (−,+) would be degenerate, and the flip-flop terms would have to be kept even at first order. The formula for H_sec does not apply to such a pair.

**Solution: the two carbon lines**

With H_sec included, the energy of a product state is

E(m_H, m_C) = −Z_H m_H − Z_C m_C + b(3cos²θ − 1) m_H m_C.

The carbon resonance flips the carbon from m_C = +1/2 to −1/2 and leaves the proton alone. The first term cancels in the energy difference, and m_C changes by −1:

E(m_H, −½) − E(m_H, +½) = Z_C − b(3cos²θ − 1) m_H.

There is one carbon line for each proton state. The line with the proton up, minus the line with the proton down, lies at

Δ = −b(3cos²θ − 1)(½ + ½) = −b(3cos²θ − 1).

The observed splitting is |Δ|. At this order it does not depend on B: a stronger field moves both lines but does not separate them further. Chemical shielding of the carbon changes Z_C by the same amount in both lines, so it too leaves Δ unchanged.

For the bond parallel to the field, cos²θ = 1 and the angular factor is 2:

Δ = −2b = +1.93 × 10⁻¹⁰ eV, a splitting of 46.7 kHz.

For the bond perpendicular to the field, cos²θ = 0 and the angular factor is −1:

Δ = b = −9.65 × 10⁻¹¹ eV, a splitting of 23.3 kHz.

This answers part (b). The parallel splitting is twice the perpendicular one; the last digits reflect rounding of 46.66 and 23.33 kHz.

The signs have a direct meaning. The z component of the proton's field at the carbon follows from B_dip. For the part of the proton moment along z, M_H·n = M_z c and n_z = c, so

B_dip,z = (α² M_z/r³)(3cos²θ − 1),  M_z = g_H μ_N m_H.

On the axis of the proton moment, this field points along the moment. A proton that is up then adds to the applied field and raises the carbon frequency, so Δ is positive. Beside the moment, the field lines return in the opposite direction with half the strength. A proton that is up now lowers the carbon frequency, and Δ is negative. A spectrum that shows just the two line positions gives |Δ| and does not reveal this exchange.

Between the two orientations Δ passes through zero, where 3cos²θ = 1, at θ ≈ 54.7°. There the proton's field at the carbon is perpendicular to B and does not change the carbon frequency at first order.

**How good is the strong-field result?**

For the two orientations asked about, the splitting is better protected than the first-order argument suggests. Written in terms of all four energies,

Δ = [E(+,−) − E(+,+)] − [E(−,−) − E(−,+)]
= E(+,−) + E(−,+) − E(+,+) − E(−,−).

At θ = 0 and θ = 90° the product sc vanishes, so no term flips a single spin. The remaining terms mix (+,−) with (−,+), and (+,+) with (−,−), but never a state of one set with a state of the other. The Hamiltonian splits into two blocks of two states each. The sum of the two eigenvalues of a block is its trace, which contains diagonal elements alone and is not altered by the mixing. Since Δ is the difference of these two sums, it keeps its first-order value.

The individual lines do move. For the parallel bond, s = 0 and the flip-flop term has the matrix element −b/2. Second-order perturbation theory pushes the lower state (+,−) down and the upper state (−,+) up by the same amount,

δ ≈ (b/2)²/(Z_H − Z_C) = ¼ |b| × 7.8 × 10⁻⁵ ≈ 2 × 10⁻⁵ |b|

at 9.4 T. The energy E(+,−) enters the first carbon line with a plus sign, and E(−,+) enters the second with a minus sign. Both lines are lowered by δ, and their separation is unaffected.

This argument needs levels that can still be named after the product states. At these two angles the gap Z_C plays no part in the mixing, since no term flips a single spin; what counts is the gap between the states that are mixed, Z_H − Z_C and, for the perpendicular bond, also Z_H + Z_C. If the field is so weak that these gaps become comparable with |b|, the mixing is strong, and the picture of a carbon doublet with a spectator proton fails. The gap Z_C still sets a separate limit: the observed splitting equals |Δ| only while both carbon transition energies are positive. For the parallel bond this needs Z_C larger than about |b|. At 0.002 T, where Z_C = 0.92 |b| and the levels are still 97 per cent pure product states, the two transition energies are +42.7 and −4.0 kHz in frequency units, so the lines appear 38.7 kHz apart although Δ is unchanged.

The numerical check diagonalizes the complete four-state Hamiltonian, with all spin-flip terms kept. It confirms the parallel and perpendicular splittings at 9.4 T and also at 0.01 T. At 9.4 T it also covers 20°, 45° and 70°, where the trace argument does not apply. The largest deviation from the formula among the five angles is 1.6 × 10⁻⁸ of |b|. A separate calculation replaces the proton by a tiny current loop, and its integrated field at the carbon gives the same splittings.

**Comparison of the estimate with the solution**

The scaling estimate was 3.2 × 10⁻¹¹ eV. The solution gives 9.65 × 10⁻¹¹ eV for the perpendicular bond, 3.0 times as much, and 1.93 × 10⁻¹⁰ eV for the parallel bond, 6.0 times as much. The order of magnitude is right for the first and somewhat low for the second. The discrepancy can be traced completely.

In terms of the moments μ_H = g_H μ_N/2 and μ_C = g_C μ_N/2, the coupling constant is

|b| = α² (2μ_H)(2μ_C)/r³ = 4 α² μ_H μ_C/r³.

One factor of 2 arises because a resonance reverses the carbon moment: the energy changes from −μ_C B to +μ_C B, by 2μ_C B. The other arises because the splitting compares two opposite proton states, whose fields at the carbon differ by twice the field of either. The estimate counted the energy of one moment in the field of the other, without reversing anything. It should therefore fall short by a factor of 4 for the perpendicular bond. For the parallel bond the proton's field is twice as strong, and the factor is 8.

The ratios found are 3.0 and 6.0 because the rounding in the estimate worked the other way. Replacing r³ = 1.295 angstrom³ by 1 angstrom³ raised the estimate by a factor of 1.30. Replacing the product of the moments, 2.793 × 0.7024 = 1.96, by 2 raised it by a further 1.02. Together these give 1.32, and 4/1.32 = 3.0, while 8/1.32 = 6.1; the small remaining difference comes from rounding α²μ_N² to two digits.

The estimate was right about the scaling itself. The splitting is proportional to each moment and to r⁻³, and in the strong-field regime it is independent of B. This is why a measured splitting can serve to determine a distance, provided that the orientation is known and the pair is rigid.

**When the conditions are relaxed**

If the molecule moves fast compared with the splitting, the carbon responds to the average of (3cos²θ − 1)/r³ over the motion. When r is fixed and all directions are equally likely, the averages of n_x², n_y² and n_z² are equal and add up to 1. The average of cos²θ is then 1/3, and the first-order dipolar splitting vanishes. The doublet calculated here therefore belongs to a static, oriented pair and not to a freely tumbling molecule in a liquid. Vibrations of a bond in a solid also replace the rigid value by an average.

A scalar coupling adds a term hJ I·S to the Hamiltonian. By the same first-order argument, its diagonal part is hJ I_zS_z, and the splitting in frequency units becomes

|(b/h)(3cos²θ − 1) + J|.

For a directly bonded pair J is positive and of order 0.1 to 0.3 kHz, depending on the bonding of the carbon: near 0.13 kHz in methane and about twice that in acetylene. Because b is negative, it reduces the parallel splitting by J and increases the perpendicular one by J. For J = 0.1 kHz the changes are about 0.2 per cent of the parallel splitting and 0.4 per cent of the perpendicular one, so they matter when the result is wanted to a few tenths of a per cent.

Numbers as computed

```
fine-structure constant: 0.00729735 (dimensionless)
proton mass: 1836.1527 electron masses
proton g factor: 5.585695 (dimensionless)
13C moment, input: 0.7024 nuclear magnetons
13C g factor: 1.4048 (dimensionless)
bond length: 1.09 angstrom
bond length cubed: 1.295029 angstrom^3
Bohr radius: 0.52917721 angstrom
hartree energy: 27.211386 eV
dipolar prefactor: 1.24939e-10 eV angstrom^3
Planck constant: 4.135668e-15 eV s
coupling constant b: -9.6476e-11 eV
coupling constant b/h: -23.33 kHz
signed splitting, parallel: 1.9295e-10 eV
signed splitting, perpendicular: -9.6476e-11 eV
observed splitting, parallel: 46.66 kHz
observed splitting, perpendicular: 23.33 kHz
strong field: 9.4 T
1H Zeeman energy in strong field: 1.6552e-06 eV
13C Zeeman energy in strong field: 4.1628e-07 eV
|b| / 13C Zeeman energy: 2.318e-04 (dimensionless)
|b| / Zeeman difference: 7.787e-05 (dimensionless)
weak test field: 0.01 T
full diagonalization, parallel, strong field: 1.9295e-10 eV
full diagonalization, parallel, weak field: 1.9295e-10 eV
current-loop splitting, parallel: 1.9295e-10 eV
full diagonalization, perpendicular, strong field: -9.6476e-11 eV
full diagonalization, perpendicular, weak field: -9.6476e-11 eV
current-loop splitting, perpendicular: -9.6476e-11 eV
largest high-field error / |b|, tested angles: 1.6e-08 (dimensionless)
```
